# Ripple wavelength and decay rate in Mullins surface diffusion

## The question

The surface of an unstressed crystal carries a ripple of height \(h(x,t)\) above its mean plane, uniform along \(y\). Initially

\[
h(x,0)=A_0\cos kx,\qquad k=\frac{2\pi}{\lambda}.
\]

Atoms move along the surface and neither leave nor enter the crystal. The temperature \(T\) is uniform, and the surface energy per area \(\gamma\) is at first taken to be independent of orientation. \(\Omega\) is the volume per atom, \(\nu\) the number of surface atoms per area, and \(D\) the surface diffusivity, defined so that all \(\nu\) atoms share in the transport.

**(a)** Find the chemical potential of an atom on the curved surface.

**(b)** Find the surface flux and the equation of motion for \(h\).

**(c)** Solve it for small slope.

**(d)** The wavelength is halved, with material, temperature and initial amplitude held fixed. How do the decay rate, the decay time and the amplitude at a given time change?

**(e)** Evaluate the result for ripples of 2000 nm and 1000 nm on platinum at 1200 K, both with \(A_0=2.0\) nm. Use these rough typical values: \(D=1.0\times10^7\ \mathrm{nm^2/s}\), \(\gamma=2.3\ \mathrm{J/m^2}\), \(\Omega=0.01506\ \mathrm{nm^3}\), \(\nu=15.03\ \mathrm{nm^{-2}}\). The surface is miscut by 10° from (111), and the ripple slopes along the miscut direction.

**(f)** What would halving the wavelength do if atoms moved through the vapour, or through the bulk, instead?

**(g)** How far do residual stress, surface steps and unequal temperatures move the answer to (e)?

## Model answers

### (a) Chemical potential

Per unit length along \(y\), the surface energy is

\[
E=\gamma\int\sqrt{1+h_x^2}\,dx ,
\]

where subscripts denote derivatives. Change the height by a small \(\delta h(x)\). Then

\[
\delta E=\gamma\int\frac{h_x\,\delta h_x}{\sqrt{1+h_x^2}}\,dx
=-\gamma\int\frac{\partial}{\partial x}\!\left[\frac{h_x}{\sqrt{1+h_x^2}}\right]\delta h\,dx .
\]

The second form follows by integrating by parts; the end terms cancel over a period. The derivative in the bracket is

\[
\frac{h_{xx}}{(1+h_x^2)^{1/2}}-\frac{h_x^2h_{xx}}{(1+h_x^2)^{3/2}}
=\frac{h_{xx}}{(1+h_x^2)^{3/2}} .
\]

Define the curvature to be positive on a crest, where \(h_{xx}<0\):

\[
\kappa=-\frac{h_{xx}}{(1+h_x^2)^{3/2}},\qquad
\delta E=\gamma\int\kappa\,\delta h\,dx .
\]

The number of atoms added is \(\delta N=\Omega^{-1}\int\delta h\,dx\). The energy per atom added at a given place is therefore

\[
\mu=\gamma\Omega\kappa ,
\]

measured from a flat surface. Atoms on crests have higher chemical potential than atoms in troughs. "Unstressed" matters here: a stressed crystal would add an elastic term to \(\mu\).

### (b) Flux and equation of motion

Let \(s\) be distance along the surface. A gradient of \(\mu\) acts as a force \(F=-\partial\mu/\partial s\). Suppose an atom hops a distance \(a\) either way, at rate \(\Gamma\) in each direction when \(F=0\). The force changes the two rates to \(\Gamma e^{\pm Fa/2k_BT}\), so the drift velocity is

\[
v=a\Gamma\left(e^{Fa/2k_BT}-e^{-Fa/2k_BT}\right)\simeq\frac{\Gamma a^2F}{k_BT}
\]

for \(Fa\ll k_BT\). Without the force, the mean square displacement grows as \(2\Gamma a^2t\). Since this is \(2Dt\), \(D=\Gamma a^2\) and \(v=DF/k_BT\). The flux, in atoms per time per length along \(y\), is

\[
J=\nu v=-\frac{D\nu}{k_BT}\frac{\partial\mu}{\partial s}.
\]

Now count atoms in a vertical column of width \(dx\). Its volume changes by the difference between inflow and outflow:

\[
h_t\,dx=\Omega\,[J(x)-J(x+dx)]
\quad\Longrightarrow\quad h_t=-\Omega J_x .
\]

Because \(ds=\sqrt{1+h_x^2}\,dx\), we have \(\partial/\partial s=(1+h_x^2)^{-1/2}\partial/\partial x\). With \(\mu=\gamma\Omega\kappa\),

\[
h_t=B\frac{\partial}{\partial x}\left[\frac{1}{\sqrt{1+h_x^2}}\frac{\partial\kappa}{\partial x}\right],
\qquad B=\frac{D\nu\gamma\Omega^2}{k_BT}.
\]

### (c) Small slope

For \(|h_x|\ll1\), the factors \(1+h_x^2\) differ from one only at second order in slope. To leading order \(\kappa=-h_{xx}\), and

\[
h_t=-B\,h_{xxxx}.
\]

Try \(h=A(t)\cos kx\). Two derivatives of the cosine give \(-k^2\cos kx\), and four give \(+k^4\cos kx\). Hence

\[
\frac{dA}{dt}=-Bk^4A,\qquad A(t)=A_0e^{-Bk^4t}.
\]

The rate constant is \(r=Bk^4\), and the amplitude falls by a factor \(e\) in the time \(\tau=1/r\).

### (d) Halving the wavelength

Halving \(\lambda\) doubles \(k\). With \(B\) unchanged,

\[
\frac{r_{\rm short}}{r_{\rm long}}=\frac{B(2k)^4}{Bk^4}=2^4=16,\qquad
\frac{\tau_{\rm short}}{\tau_{\rm long}}=\frac1{16}.
\]

The factor can be followed through the physics. At equal amplitude, half the wavelength makes the curvature, and with it the variation of \(\mu\), four times larger. That variation is spread over half the distance, so the flux is eight times larger. The flux also changes over half the distance, so atoms collect or depart sixteen times faster.

The amplitude at a given time is not simply sixteen times smaller. Let \(f=A/A_0\) be the surviving fraction. Then

\[
f_{\rm short}(t)=e^{-16r_{\rm long}t}=\left[f_{\rm long}(t)\right]^{16}.
\]

The speeds \(|dA/dt|\) are in the ratio 16 when the amplitudes are equal, as they are at the start. Later the ratio is \(16f_{\rm short}/f_{\rm long}\), which is smaller.

The result also covers small-slope profiles that are not sinusoidal. If \(h(x,t)\) solves the linear equation, let \(g(x,t)=h(2x,16t)\). Then \(g_t=16h_t\) and \(g_{xxxx}=16h_{xxxx}\), so \(g\) solves it too. The compressed profile passes through the same sequence of heights in one sixteenth of the time.

For steep ripples, the equation in (b) keeps the factor 16 if the height is halved along with the wavelength. Put \(g(x,t)=\tfrac12h(2x,16t)\). The slopes are unchanged, the curvature doubles, and two further \(x\)-derivatives multiply the right side by 8 in all. The left side is \(g_t=\tfrac12\cdot16h_t=8h_t\), as required. If the height is kept instead, the short ripple is steeper and the ratio can depart from 16.

### (e) Platinum at 1200 K

The thermal energy is \(k_BT=0.1034\) eV, and \(2.30\ \mathrm{J/m^2}=14.36\ \mathrm{eV/nm^2}\). Thus

\[
B=\frac{(1.00\times10^7)(15.03)(14.36)(0.01506)^2}{0.1034}\ \mathrm{nm^4/s}
=4.73\times10^6\ \mathrm{nm^4/s}.
\]

The wavenumbers are 0.003142 and 0.006283 nm⁻¹, so

\[
r_{\rm long}=(4.73\times10^6)(0.003142)^4=4.61\times10^{-4}\ \mathrm{s^{-1}},
\]
\[
r_{\rm short}=(4.73\times10^6)(0.006283)^4=7.37\times10^{-3}\ \mathrm{s^{-1}}.
\]

The decay times are about 2170 s and 136 s, or 36 minutes and 2.3 minutes. After 136 s the short ripple retains the fraction 0.368 and has amplitude 0.74 nm. The long one retains 0.939 and has amplitude 1.88 nm. These amplitudes differ by a factor of about 2.6, although the rate constants differ by 16. The ratio of speeds has by then fallen to \(16/2.553\simeq6.3\).

The largest slopes, \(A_0k\), are 0.0063 and 0.0126, so the small-slope condition holds. Numerical integration of the full equation in (b) over this interval gives a rate ratio of 15.9996 for 2 nm ripples and 15.999999 for 0.1 nm ripples. The departure from 16 shrinks with amplitude, as expected of a slope correction.

### (f) Transport through vapour or bulk

For small slope, \(\mu=\gamma\Omega k^2h\) in both cases.

**Vapour.** Let the vapour be in equilibrium with a flat surface at pressure \(p_0\). For gas atoms of mass \(m\) and number density \(n=p_0/k_BT\), the flux striking a surface is

\[
n\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}dv
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p_0}{\sqrt{2\pi mk_BT}} .
\]

Assume that every arriving atom sticks. In equilibrium, evaporation balances arrival. Where the chemical potential is raised by \(\mu\), evaporation is larger by the factor \(e^{\mu/k_BT}\simeq1+\mu/k_BT\). The net loss gives

\[
h_t=-\Omega\frac{p_0}{\sqrt{2\pi mk_BT}}\frac{\mu}{k_BT}
=-\frac{p_0\gamma\Omega^2k^2}{\sqrt{2\pi m}\,(k_BT)^{3/2}}\,h .
\]

The rate goes as \(k^2\), and halving the wavelength multiplies it by 4. This takes the arriving flux to be uniform along the surface, which requires a mean free path much longer than the wavelength. In a background gas dense enough to make the mean free path much shorter than the wavelength, diffusion through the gas limits the transport; it then obeys Laplace's equation as in the bulk case below, and the factor approaches 8. At one atmosphere and 1200 K the mean free path is a few hundred nanometres, so these ripples lie between the two limits.

**Bulk.** Let the crystal fill \(z<0\), with a depth much greater than \(1/k\). Take the atoms to move by exchange with vacancies. A disturbance of \(\mu\) then spreads with the vacancy diffusivity, which is roughly the atoms' bulk diffusivity divided by the very small fraction of vacant sites, and so is far larger. If this adjustment is quick compared with the decay, \(\mu\) obeys Laplace's equation below the surface:

\[
\mu(x,z)=\gamma\Omega k^2A\cos kx\;e^{kz}.
\]

The atom density is \(1/\Omega\), so with bulk diffusivity \(D_b\) the upward flux at \(z=0\) is \(-(D_b/\Omega k_BT)\,k\mu\). Multiplying by \(\Omega\) gives the surface velocity:

\[
h_t=-\frac{D_b}{k_BT}k\mu=-\frac{D_b\gamma\Omega k^3}{k_BT}\,h .
\]

The rate goes as \(k^3\), and the factor is 8.

Relative to surface diffusion, the bulk contribution is

\[
\frac{D_b\gamma\Omega k^3/k_BT}{D\nu\gamma\Omega^2k^4/k_BT}=\frac{D_b}{D\nu\Omega k}.
\]

With a rough \(D_b=20\ \mathrm{nm^2/s}\), this is 0.28% for the long ripple and 0.14% for the short one. Even for \(p_0\) as high as \(10^{-10}\) Pa, transport by platinum vapour contributes less than \(10^{-9}\) of either rate. This applies to annealing without oxygen; in air, platinum also leaves the surface as a volatile oxide of far higher pressure, and this bound does not hold. Both contributions gain weight at longer wavelengths, where the factor 16 eventually fails.

### (g) Stress, steps and temperature

**Residual stress.** Let a film carry in-plane stress \(\sigma\), and let film and substrate be equally stiff. The rippled surface must be free of traction. To first order this requires a shear stress \(\sigma_{xz}=\sigma h_x=-\sigma kA\sin kx\) at \(z=0\), and no first-order normal stress \(\sigma_{zz}\).

Take the Airy function \(\phi=Cze^{kz}\cos kx\), which satisfies the biharmonic equation of plane elasticity. At \(z=0\), \(\sigma_{zz}=\phi_{xx}=0\) and \(\sigma_{xz}=-\phi_{xz}=Ck\sin kx\), so \(C=-\sigma A\). The change in the stress along the surface is then

\[
\delta\sigma_{xx}=\phi_{zz}=2kC\cos kx=-2\sigma kh .
\]

Crests are partly relieved. With no strain change along \(y\), the elastic energy density changes by \(\sigma\,\delta\sigma_{xx}/E'\), where \(E'=E/(1-\nu_P^2)\), \(E\) is Young's modulus and \(\nu_P\) is Poisson's ratio. An atom added to the traction-free surface carries this energy in its volume \(\Omega\). Therefore

\[
\mu=\gamma\Omega k^2h-\frac{2\Omega\sigma^2k}{E'}h
=\gamma\Omega k^2h\left(1-\frac{k_c}{k}\right),\qquad k_c=\frac{2\sigma^2}{E'\gamma}.
\]

The decay rate acquires the same bracket. For \(\sigma=100\) MPa, \(E=170\) GPa and \(\nu_P=0.38\), it is reduced by 1.4% for the long ripple and 0.7% for the short one. Including the bulk and vapour terms, the ratio becomes 16.09. These are room-temperature, isotropic elastic constants. Platinum is softer at 1200 K; with roughly \(E=130\) GPa and \(\nu_P=0.40\) the reductions are 1.8% and 0.9% and the ratio is 16.12. Relative to surface energy, stress opposes smoothing more strongly at long wavelength, and for \(k<k_c\) the ripple grows.

**Steps.** On a stepped surface of slope \(p\), take the energy per projected area as \(f=f_0+\beta p+gp^3\), with step energy \(\beta\) and step repulsion \(g\). Here \(p\) is measured from (111). Repeating (a) with \(f(p)\) puts \(f''=6gp\) in place of \(\gamma\). Turning the axes to lie along the mean surface, as in (c), multiplies this by \((1+p^2)^{3/2}\), which is 1.047 for a 10° miscut. The value 2.3 J/m² is to be read as the resulting stiffness at the mean slope. The short ripple changes the local slope by up to about 7% of the miscut slope, and \(f''\) changes in proportion.

The decay rate has no correction of first order in \(A\), because changing the sign of \(A\) merely shifts the ripple by half a wavelength. Numerical integration for the short ripple over one decay time changes \(\ln(A_0/A)\) by −0.03% for constant mobility and +0.11% for mobility proportional to \(1/p\).

**Temperature.** Suppose the ripples are annealed separately, one 10 K hotter. For a rough activation energy of 1.2 eV, with \(\gamma\) and \(\nu\) held fixed, \(B\) changes by the factor

\[
\exp\!\left[\frac{1.2}{0.1034}\,\frac{10}{1210}\right]\frac{1200}{1210}=1.092 .
\]

If the long ripple is the hotter one, the measured ratio becomes \(16/1.092\simeq14.7\). At the stiffness used in (e), this is the largest of the shifts estimated here. Annealing both ripples together at one temperature removes it.

**The real surface.** The diffusivity and stiffness are rough, so the times in (e) indicate scale only. In particular, 2.3 J/m² is a typical surface energy, whereas the stiffness of a stepped surface depends on how strongly its steps repel. If they repel weakly, the stiffness can be more than ten times smaller; the decay is then slower and the stress correction larger in the same proportion. With one twelfth of the stiffness, for example, a stress of 100 MPa would raise the ratio to about 17.6 with the room-temperature elastic constants and to about 18 with the softer ones, a shift comparable to or larger than that from the 10 K mismatch. An error in \(B\) common to both ripples leaves the factor 16 of (d) unchanged. The mean terrace width is 1.28 nm, far below either wavelength, which supports a continuum description. The estimate assumes a single crystal whose steps do not bunch. On a true facet, the energy \(\beta|p|\) has a corner at \(p=0\), the stiffness is not finite there, and the linear law of (c) does not apply. The numerical output below lists the values used.

## Computed values

```
INPUTS (rough typical platinum values)
temperature: 1200 K
surface diffusivity: 1.00e+07 nm^2/s
surface stiffness: 2.30 J/m^2
lattice parameter: 0.392 nm
atomic volume: 0.01506 nm^3
surface atom density: 15.03 nm^-2
thermal energy: 0.1034 eV
initial amplitude, both: 2.0 nm
miscut angle: 10.0 degrees
MAIN RESULTS
B: 4.7314e+06 nm^4/s
long wavelength: 2000 nm
long wavenumber: 0.003142 nm^-1
long maximum slope: 0.00628
long crest mu/(kB T): 4.13e-05
long decay rate: 4.6088e-04 s^-1
long 1/e decay time: 2169.8 s
long half-life: 1504.0 s
short wavelength: 1000 nm
short wavenumber: 0.006283 nm^-1
short maximum slope: 0.01257
short crest mu/(kB T): 1.65e-04
short decay rate: 7.3741e-03 s^-1
short 1/e decay time: 135.6 s
short half-life: 94.0 s
common comparison time: 135.6 s
long fraction left, simulated: 0.9394
short fraction left, simulated: 0.3679
long amplitude then: 1.879 nm
short amplitude then: 0.736 nm
long/short amplitude then: 2.553
simulated rate ratio, 2 nm: 15.99963
simulated rate ratio, 0.1 nm: 15.999999
NEGLECTED EFFECTS (long, short)
vapour pressure: 1.0e-10 Pa
evaporation/surface rate: 3.67e-10, 9.18e-11
bulk diffusivity: 20.0 nm^2/s
bulk/surface rate: 0.281%, 0.141%
residual stress: 100 MPa
Young modulus: 170 GPa; Poisson ratio: 0.38
stress rate reduction: 1.39%, 0.70%
rate ratio with these three: 16.090
ripple/miscut slope: 0.0356, 0.0713
short decay shift, constant mobility: -0.027%
short decay shift, 1/slope mobility: 0.109%
step height: 0.226 nm
mean terrace width: 1.28 nm
activation energy: 1.20 eV
B change for +10 K: 9.16%
```
